# Why positron annihilation undercounts positively charged vacancies

## Definitions and conventions

A positron implanted in a semiconductor slows to thermal energy, diffuses, and annihilates with an electron. In the perfect host its mean lifetime is $\tau_b$. Trapped in a vacancy, where the electron density is lower, it lives longer, for a mean time $\tau_d$. The trapping rate $\kappa$ is the probability per unit time that a free positron is captured. For $N$ vacancies per unit volume in a host with $N_h$ atoms per unit volume,

$$\kappa=\mu_q\,\frac{N}{N_h},$$

where $\mu_q$ is the trapping coefficient of a vacancy with charge $q$, in units of the elementary charge.

Formulas for the positron wave use Hartree atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$). The host has relative permittivity $\varepsilon$, and the positron has an isotropic effective mass $m$. The positron's charge is $+1$, so its long-range energy near the vacancy is $q/(\varepsilon r)$: repulsive for $q=+1$, attractive for $q=-1$. Example values are in practical units.

## The belief and its appeal

The belief is that positron annihilation counts vacancies: a longer mean lifetime means more of them, and a lifetime equal to that of the perfect crystal means there are none. Its appeal rests on a sound piece of kinetics.

Let $n_b$ be the probability that a positron is alive and free, and $n_i$ that it is alive in a trap of kind $i$. Without escape from traps,

$$\dot n_b=-\Big(\frac1{\tau_b}+\sum_i\kappa_i\Big)n_b,\qquad \dot n_i=\kappa_i n_b-\frac{n_i}{\tau_i},$$

with $n_b(0)=1$ and $n_i(0)=0$. Let $n=n_b+\sum_i n_i$. The mean lifetime is $\int_0^\infty t(-\dot n)\,dt$, which equals $\int_0^\infty n\,dt$ after integration by parts, since $tn$ vanishes at both ends. Integrating the first rate equation over all time gives

$$-1=-\Big(\frac1{\tau_b}+\sum_i\kappa_i\Big)\int_0^\infty n_b\,dt .$$

The left side of the second integrates to zero, so $\int n_i\,dt=\kappa_i\tau_i\int n_b\,dt$. Adding the integrals,

$$\tau_{av}=\frac{1+\sum_i\kappa_i\tau_i}{1/\tau_b+\sum_i\kappa_i}.$$

For one kind of trap, multiplying numerator and denominator by $\tau_b$ and subtracting $\tau_b$ gives

$$\tau_{av}-\tau_b=\frac{\tau_b+\kappa\tau_b\tau_d-\tau_b-\kappa\tau_b^2}{1+\kappa\tau_b}=(\tau_d-\tau_b)\frac{\kappa\tau_b}{1+\kappa\tau_b}.$$

For $\kappa\tau_b\ll1$ the shift is proportional to $\kappa$, and hence to $N$ at fixed $\mu_q$. For $\kappa\tau_b\gg1$ it saturates at $\tau_d-\tau_b$, and counting fails for any charge. In between, $\tau_{av}(1+\kappa\tau_b)=\tau_b+\kappa\tau_b\tau_d$ can be solved for the rate:

$$\kappa=\frac{\tau_{av}-\tau_b}{\tau_b(\tau_d-\tau_{av})}.$$

The measurement therefore yields $\kappa$. The error lies in the next step, dividing by one coefficient $\mu$ for every vacancy.

## What the trapping coefficient contains

Take the vacancy as a spherical well of radius $R$ and depth $V_0$, with the Coulomb tail outside. Inside, the tail is replaced by its value at the edge, so that the potential is $-V_0+q/(\varepsilon R)$. Capture requires an interaction $U$ that carries away the binding energy, for instance by exciting an electron. If $U$ is weak, the golden rule gives

$$\text{capture rate}=2\pi\sum_f|\langle f|U|i\rangle|^2\,\delta(E_f-E_i).$$

Let $U$ act only inside the well. Thermal energies are tens of meV and the well is several eV deep, so the shape of the incoming s wave inside hardly depends on its energy; its amplitude can. The rate is then proportional to the mean positron density inside the well. Call this density $P_q(k)$, for a wave of wave number $k$ and unit incident density, and define

$$\mu_q(T)=\mu_0\,g_q(T),\qquad g_q(T)=\frac{\langle P_q\rangle_T}{\langle P_0\rangle_{300\,\mathrm K}}.$$

Here $\mu_0$ is the neutral coefficient at 300 K. This uses the same final-state factor for all charges, which is an assumption. What remains is the effect of charge on access to the well.

## A point charge

First remove the well and ask for the density at a bare charge. With $s=kr$ and $\eta=qm/(\varepsilon k)$, the s-wave radial function obeys

$$u''+\Big(1-\frac{2\eta}{s}\Big)u=0 .$$

Put $u=s\,e^{is}w$. Differentiating twice and cancelling $e^{is}$,

$$s w''+(2+2is)w'+(2i-2\eta)w=0 .$$

With $z=-2is$ one has $w'=-2i\,w_z$, $s w''=-2i z\,w_{zz}$ and $2is=-z$. Division by $-2i$ gives Kummer's equation,

$$z w_{zz}+(2-z)w_z-(1+i\eta)w=0 .$$

Its solution with $w(0)=1$ has the integral form

$$w=\frac{1}{|\Gamma(1+i\eta)|^2}\int_0^1 e^{-2ist}\,t^{i\eta}(1-t)^{-i\eta}\,dt .$$

The prefactor is right because at $s=0$ the integral is the beta function $\Gamma(1+i\eta)\Gamma(1-i\eta)$.

At large $s$ the ends of the interval dominate. The end $t=0$ contributes $\Gamma(1+i\eta)(2is)^{-1-i\eta}$ to the integral. Since $i^{-i\eta}=e^{\pi\eta/2}$, its modulus is $|\Gamma(1+i\eta)|e^{\pi\eta/2}/(2s)$. After multiplication by $e^{is}$, the end $t=1$ supplies the complex conjugate. The sum is a standing wave, and multiplying by $s$ gives

$$u\to\frac{e^{\pi\eta/2}}{|\Gamma(1+i\eta)|}\sin(\text{phase}).$$

This $u$ starts as $s$, so $u/s=1$ at the origin. For unit amplitude far away, the density at the origin is the inverse square of the amplitude above. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,

$$C^2(\eta)=\frac{\pi\eta\,e^{-\pi\eta}}{\sinh\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}.$$

A neutral point gives $C^2=1$, the limit $\eta\to0$. At one energy, the ratio for charges $-1$ and $+1$ is, with $\eta>0$,

$$\frac{C^2(-\eta)}{C^2(\eta)}=\frac{e^{2\pi\eta}-1}{1-e^{-2\pi\eta}}=e^{2\pi\eta}.$$

## Thermal positrons

For $|q|=1$ define $E_R=m/(2\varepsilon^2)$, $x=E/k_BT$ and $b=2\pi\sqrt{E_R/k_BT}$. Since $k=\sqrt{2mE}$, $2\pi|\eta|=b/\sqrt{x}$. The Maxwell weight is $(2/\sqrt\pi)\sqrt{x}\,e^{-x}dx$.

For repulsion with $b\gg1$, the $1$ in the denominator of $C^2$ can be dropped at the energies that matter. The factor $1/\sqrt x$ cancels the $\sqrt x$ of the weight:

$$\langle C^2\rangle_+\simeq\frac{2b}{\sqrt\pi}\int_0^\infty e^{-\phi(x)}dx,\qquad \phi=x+\frac{b}{\sqrt{x}} .$$

The minimum of $\phi$ follows from $1-\tfrac b2x^{-3/2}=0$, so $x_0=(b/2)^{2/3}$, or $b=2x_0^{3/2}$. Hence $\phi(x_0)=3x_0$ and $\phi''(x_0)=\tfrac34bx_0^{-5/2}=3/(2x_0)$. The Gaussian integral about the minimum gives

$$\langle C^2\rangle_+\simeq\frac{2b}{\sqrt\pi}\sqrt{\frac{4\pi x_0}{3}}\;e^{-3x_0}.$$

Slow positrons are numerous but do not penetrate the barrier; fast ones penetrate but are rare. The compromise lies near $x_0k_BT$. Because $x_0\propto T^{-1/3}$, cooling strengthens the suppression.

For attraction, $C^2\simeq b/\sqrt x$ at the energies that matter, and

$$\langle C^2\rangle_-\simeq\frac{2b}{\sqrt\pi}\int_0^\infty e^{-x}dx=\frac{2b}{\sqrt\pi}\propto T^{-1/2}.$$

Take $\varepsilon=12$ and $m=1$. Then $E_R=94.5$ meV, and at 300 K $k_BT=25.85$ meV, so $b=12.0$ and $x_0=3.30$. The repulsive factor is $13.55\times3.72\times e^{-9.91}=2.5\times10^{-3}$; direct quadrature of the full average gives $2.6\times10^{-3}$. The attractive factor is 13.6.

## The vacancy has a size

These factors cannot simply be inserted for $g_q$. The positron need not reach $r=0$, and the well changes the wave. Inside, the s wave is $u=\sin Kr$ with

$$K^2=2m\Big(E+V_0-\frac{q}{\varepsilon R}\Big).$$

Outside, $u=\alpha F+\beta G$, where $F$ and $G$ are the regular and irregular Coulomb waves, with unit amplitude at infinity and a phase difference of a quarter cycle. Their Wronskian is $F'G-FG'=1$, primes denoting derivatives with respect to $kr$. Form the outgoing wave $H=G+iF$. Then

$$uH'-u'H=\alpha(FG'-F'G)+i\beta(GF'-G'F)=-\alpha+i\beta .$$

The outer amplitude is therefore $A=|uH'-u'H|$, evaluated at $R$. A unit incident wave has the s-wave part $\sin(kr)/(kr)$, so the interior wave per unit incident amplitude is $u/(Akr)$. Averaging its square over the sphere,

$$P_q=\frac{4\pi}{4\pi R^3/3}\int_0^R\frac{u^2}{A^2k^2r^2}\,r^2dr=\frac{3}{R^3k^2A^2}\Big(\frac R2-\frac{\sin2KR}{4K}\Big).$$

For the neutral vacancy $H=e^{ikr}$, and

$$k^2A^2=k^2\sin^2KR+K^2\cos^2KR .$$

When $k\ll K$ and $\cos KR$ is not small, this tends to a constant. Neutral capture is then nearly independent of temperature, unlike capture by either charged state.

Choose $R=0.20$ nm and $V_0=6.0$ eV. Thermal averages of the s-wave density in this model give:

| Charge | $g_q$, 300 K | $g_q$, 100 K |
|---|---:|---:|
| $-1$ | 3.4 | 5.9 |
| $0$ | 1.00 | 1.02 |
| $+1$ | 0.028 | 0.00091 |

For $q=+1$ at 300 K the result is about 11 times the point-charge factor. Two changes act together: the barrier ends at $R$ instead of rising to the origin, and the repulsion alters the match between the inner and outer waves. With the well removed ($V_0=0$), cutting the barrier at $R$ alone gives a factor of only about 1.8, so most of the factor 11 comes from the well and the match. For $q=-1$ the s-wave result is about a quarter of the point-charge factor, but for this charge the s wave is not the largest part of the density in the well; see the higher partial waves below. The point law explains the direction and the strong temperature dependence, but it is a poor estimate of size.

## Binding is not access

One might object that a vacancy able to hold a positron must eventually catch it. "Eventually" is limited by annihilation in the bulk, and binding is a separate question.

For the neutral well, match $\sin(\xi r/R)$ inside to a decaying exponential outside. Equality of the logarithmic derivatives gives

$$\xi\cot\xi=-\sqrt{2mV_0R^2-\xi^2},$$

with binding energy $V_0-\xi^2/(2mR^2)$. The lowest level is bound by 1.68 eV. Numerical solution with the Coulomb tail gives 2.24 eV for $q=-1$ and 1.13 eV for $q=+1$. The positive vacancy thus has a bound state more than forty times $k_BT$ deep at 300 K, which supports neglecting escape, yet its capture coefficient is 36 times smaller than the neutral one.

## The same density, three signals

Let $\tau_b=220$ ps, $\tau_d=270$ ps, $\mu_0=3\times10^{14}\ \mathrm{s^{-1}}$, $N_h=5\times10^{22}\ \mathrm{cm^{-3}}$ and $N=10^{17}\ \mathrm{cm^{-3}}$. The vacancy fraction is $2\times10^{-6}$. Both lifetimes are held fixed while the charge changes, and each vacancy is treated as isolated, without the compensating charge that keeps a real sample neutral. The factors $g_q$ are the s-wave values of the table; for $q=-1$ they leave out a larger p-wave part, so the figures for that charge understate capture if the p wave is captured with comparable strength.

For neutral vacancies at 300 K, $\kappa=6.0\times10^8\ \mathrm{s^{-1}}$ and $\kappa\tau_b=0.132$. The shift is $50\times0.132/1.132=5.8$ ps.

For $q=-1$, $\kappa=2.07\times10^9\ \mathrm{s^{-1}}$ and $\kappa\tau_b=0.455$, so the shift is $50\times0.455/1.455=15.6$ ps.

For $q=+1$, $\kappa=1.67\times10^7\ \mathrm{s^{-1}}$ and $\kappa\tau_b=0.0037$. The shift is 0.18 ps.

If shifts below 1 ps cannot be resolved, the last sample looks free of vacancies although it holds as many as the others. Even if the 0.18 ps were measured perfectly, reading it with the coefficient for $q=-1$ would give

$$N_{\rm apparent}=N\frac{\mu_+}{\mu_-}=\frac{10^{17}\ \mathrm{cm^{-3}}}{124}=8\times10^{14}\ \mathrm{cm^{-3}} .$$

The positive vacancy is hard to see, not unobservable. A 1 ps shift needs $\kappa=1/(220\times49)\ \mathrm{ps^{-1}}=9.3\times10^7\ \mathrm{s^{-1}}$. At 300 K this corresponds to $4.5\times10^{15}$, $1.55\times10^{16}$ and $5.6\times10^{17}\ \mathrm{cm^{-3}}$ for charges $-1$, $0$ and $+1$. The last value is too high for a real sample: at such a density the compensating charge shortens the Coulomb tails and weakens the repulsion, so fewer positive vacancies suffice.

At 100 K, with charge states and lifetimes unchanged, the negative signal grows to 21.9 ps, the neutral one hardly changes, from 5.8 to 5.9 ps, and the positive one falls to 0.006 ps. The gain in the s-wave $g_-$ is 1.71, close to $\sqrt3$, as the $T^{-1/2}$ law suggests. Cooling therefore makes the unequal counting worse: for isolated vacancies the s-wave ratio of negative to positive capture rises from 124 to about 6500. At $10^{17}\ \mathrm{cm^{-3}}$ the rise is smaller. The volume per vacancy then has a radius of about 13 nm, while at 100 K the bare repulsion equals $k_BT$ at about 14 nm, so the compensating charge cuts the tail short. If that charge is spread uniformly over the volume per vacancy, $g_+$ is already about 0.047 at 300 K, and the ratio rises only from about 70 to about 1300. For $q=-1$, the figures also cover only direct capture into the deep level. The attractive tail holds shallow states too, bound by tens of meV or less, which can capture positrons and release them again. Release slows on cooling, so these states may change the signal at 100 K; they are left out here.

## When the suppression weakens

**A neutral minority.** Let the $(+/0)$ level of the vacancy lie an energy $\Delta$ above the Fermi level. The neutral state has one more electron, so in equilibrium, without spin degeneracy, $N_0/N_+=e^{-\Delta/k_BT}$. Suppose that charge states do not change during a positron's life. The two populations capture equally when $N_0\mu_0=N_+\mu_+$, or

$$\Delta=k_BT\ln\frac1{g_+}=25.85\ \mathrm{meV}\times\ln36=93\ \mathrm{meV}.$$

With the level closer than this, the few neutral vacancies supply most of the signal. The barrier still works, and most vacancies are still positive (about 97% at $\Delta=93$ meV, 82% at 40 meV, half at $\Delta=0$), but most of the capture bypasses them.

**Free carriers.** In linear theory they screen the tail by a factor $e^{-r/\lambda}$, with $\lambda=\sqrt{\varepsilon k_BT/(4\pi n)}$ for a nondegenerate carrier density $n$. At $10^{16}\ \mathrm{cm^{-3}}$, $\lambda=41$ nm and $g_+=0.031$. At $10^{18}\ \mathrm{cm^{-3}}$, $\lambda=4.1$ nm and $g_+=0.071$. The latter raises the example's shift from 0.18 to about 0.46 ps. This is an overestimate for holes: $\lambda$ is then shorter than the 4.6 nm at which the bare repulsion equals $k_BT$, and holes cannot be depleted below zero density, as linear theory would require closer in.

**The short-range well.** Changing $V_0$ to 5 or 7 eV gives $g_+=0.047$ or 0.021, each relative to a neutral well of the same depth; the s-wave ratio $g_-/g_+$ moves from 124 to about 60 or 180. A mass of 1.5, with $mV_0$ fixed, gives 0.021. Weaker dielectric screening near the core, with a decay length of 0.053 nm, gives 0.032. These are single changes, not bounds. A level close to threshold can make $A$ small and the interior density large, so this range must not be carried over to such a vacancy. If the repulsion removes the bound state altogether, this trapping channel disappears.

**Higher partial waves.** The p-wave density in the well is 7% of the s-wave density for $q=+1$ and 15% for $q=0$. With equal capture strength per unit density, including it would lower $g_+$ by about 7%. The neutral share falls to about 5% at 100 K, so neutral capture would then drop by about 7% on cooling from 300 K instead of rising slightly. For $q=-1$ the p wave is not a small correction. The attractive tail removes its suppression at low energy, and in this well its density is about 2.6 times the s-wave density at 300 K and 2.2 times at 100 K. With equal capture strength, $g_-$ at 300 K would be about 11 instead of 3.4, the shift in the example about 29 ps instead of 15.6 ps, the ratio of negative to positive capture about 420 at 300 K and $2\times10^4$ at 100 K, and the gain of $g_-$ on cooling about 1.5. The d wave adds less than 1% for all three charges.

**Diffusion.** The golden-rule rate assumes that diffusion replenishes the positrons near the vacancy. Write $V/k_BT=r_c/r$, with $r_c=1/(\varepsilon k_BT)=4.64$ nm. For free-positron density $c$ and diffusion coefficient $D$, the steady inward current is

$$J=4\pi r^2D\,e^{-r_c/r}\frac{d}{dr}\big(c\,e^{r_c/r}\big).$$

Divide by $4\pi r^2De^{-r_c/r}$ and integrate from an absorbing radius $a$, where $c=0$, to infinity, where $c=c_\infty$:

$$c_\infty=\frac{J}{4\pi D}\int_a^\infty\frac{e^{r_c/r}}{r^2}dr=\frac{J}{4\pi D}\,\frac{e^{r_c/a}-1}{r_c}.$$

Tunnelling starts near the turning point of the most effective energy, $a=r_c/x_0=1.40$ nm. With $D=2\ \mathrm{cm^2/s}$, the limiting coefficient $N_hJ/c_\infty$ is $2.2\times10^{16}\ \mathrm{s^{-1}}$, far above $\mu_+=8.3\times10^{12}\ \mathrm{s^{-1}}$. This diffusive limit is too generous at close range, because the mean free path $3D/\bar v$ is about 6 nm, longer than $a$; here $\bar v=\sqrt{8k_BT/(\pi m)}=1.1\times10^7$ cm/s is the mean thermal speed. For free flight, the equilibrium density at $a$ is $c_\infty e^{-x_0}$ and the one-way flux onto the area $4\pi a^2$ is $\bar v/4$ times that density. The limiting coefficient is then $N_h\pi a^2\bar v\,e^{-x_0}\approx1.2\times10^{15}\ \mathrm{s^{-1}}$, still more than 100 times $\mu_+$. Supply is not the bottleneck here.

## Beside real silicon

The parameters are round values in the rough regime of silicon, where the permittivity is near 12, the bulk lifetime near 220 ps, and neutral trapping coefficients are roughly $10^{14}$ to $10^{15}\ \mathrm{s^{-1}}$. The spherical well is a model, not a computed silicon vacancy. Real vacancies relax when their charge changes, which alters the well and the final-state factor; the depth changes above show part of this sensitivity, while the final-state factor has not been sized. It could matter greatly: the model's binding energy for $q=+1$, 1.13 eV, barely exceeds silicon's gap of about 1.12 eV, so capture by exciting an electron across the gap would be nearly closed for this charge, though not for the other two. An isolated vacancy in silicon is also mobile at room temperature, so many samples contain complexes, whose own charge and open volume then matter. Moreover, as the Fermi level falls, the isolated silicon vacancy passes from neutral to doubly positive, and at room temperature or below $q=+1$ is not its most common state in equilibrium. The example with $q=+1$ illustrates the effect of a single positive charge, not the usual state of that vacancy. In strongly p-type material, where positive charge states are favoured, hole screening breaks the bare-Coulomb assumption; at $10^{18}\ \mathrm{cm^{-3}}$ linear screening raises $g_+$ by a factor of about 2.5 in this model, which overstates the effect. An unshifted lifetime thus limits the density of positive vacancies only if their trapping coefficient is known for the charge state, temperature and screening in the sample. The numerical output lists the parameters and the main results.

## Computed results

```
permittivity 12.0; positron mass 1.0 electron masses
well radius 0.20 nm; depth 6.0 eV
bulk lifetime 220 ps; vacancy lifetime 270 ps
neutral trapping coefficient 3.0e+14 1/s
host atoms 5.0e+22 cm^-3; vacancies 1.0e+17 cm^-3
Coulomb energy at well edge 0.600 eV
thermal energy at 300 K 25.85 meV
effective Rydberg 94.5 meV
barrier parameter b at 300 K 12.012; saddle x0 3.304
binding energy, charge -1: 2.242 eV
binding energy, charge +0: 1.683 eV
binding energy, charge +1: 1.128 eV
point factor at 300 K: repulsive 2.611e-03, attractive 13.56
saddle-point repulsive factor at 300 K: 2.499e-03
300 K, charge -1: g 3.444e+00, mu 1.03e+15 1/s, kappa 2.07e+09 1/s
  mean lifetime 235.626 ps, shift 15.626 ps
300 K, charge +0: g 1.000e+00, mu 3.00e+14 1/s, kappa 6.00e+08 1/s
  mean lifetime 225.830 ps, shift 5.830 ps
300 K, charge +1: g 2.781e-02, mu 8.34e+12 1/s, kappa 1.67e+07 1/s
  mean lifetime 220.183 ps, shift 0.183 ps
point factor at 100 K: repulsive 6.674e-05, attractive 23.48
saddle-point repulsive factor at 100 K: 6.487e-05
100 K, charge -1: g 5.896e+00, mu 1.77e+15 1/s, kappa 3.54e+09 1/s
  mean lifetime 241.883 ps, shift 21.883 ps
100 K, charge +0: g 1.015e+00, mu 3.04e+14 1/s, kappa 6.09e+08 1/s
  mean lifetime 225.908 ps, shift 5.908 ps
100 K, charge +1: g 9.118e-04, mu 2.74e+11 1/s, kappa 5.47e+05 1/s
  mean lifetime 220.006 ps, shift 0.006 ps
finite-well g over point factor, charge +1, 300 K: 10.65
capture ratio, charge -1 over +1: 300 K 123.8, 100 K 6466.5
gain of charge -1 on cooling to 100 K: 1.712
density for 1 ps shift at 300 K, charge -1: 4.49e+15 cm^-3
density for 1 ps shift at 300 K, charge +0: 1.55e+16 cm^-3
density for 1 ps shift at 300 K, charge +1: 5.56e+17 cm^-3
apparent density if +1 is read as -1: 8.08e+14 cm^-3
carriers 1e+16 cm^-3: Debye length 41.41 nm, g(+1) 3.105e-02
carriers 1e+18 cm^-3: Debye length 4.14 nm, g(+1) 7.090e-02
p-wave over s-wave density: neutral 0.146, +1 0.067
g(+1) with well depth 5 eV: 4.728e-02
g(+1) with well depth 7 eV: 2.144e-02
g(+1) with mass 1.5 and equal mass times depth: 2.100e-02
g(+1) with weaker core screening, length 0.053 nm: 3.226e-02
positron diffusion coefficient 2.0 cm^2/s
Coulomb radius 4.64 nm; turning point 1.40 nm
diffusion limit: charge +1 2.22e+16 1/s, charge -1 about 5.83e+17 1/s
(+/0) level above Fermi level for equal capture: 92.6 meV
```
